# Why a two-electron pseudo-ion can have a triplet ground state: test program

```python
"""
Result under test: two electrons in a LOCAL potential have a singlet ground
state, but an l-dependent norm-conserving pseudopotential can give a triplet.
Example: Ti2+ with an argon-like core replaced by a pseudopotential.

Symbols (Hartree atomic units):
  v_core   local potential of the frozen Ti4+ core (Hartree + Dirac exchange)
  v_s,v_p,v_d  pseudopotentials for l=0,1,2; all l>=3 use v_d
  u(r)     radial function r*R(r);  F0,F2,F4  Slater integrals of 3d
  L        total orbital angular momentum; exchange-even = singlet,
           exchange-odd = triplet, for spatial functions of two electrons
"""
from functools import lru_cache
from itertools import product
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial.legendre import leggauss
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid, trapezoid
from scipy.linalg import eigh, eigvalsh
from scipy.optimize import brentq
from scipy.special import eval_legendre, lpmv, roots_jacobi
from sympy.physics.wigner import wigner_3j, wigner_6j

EV = physical_constants["Hartree energy in eV"][0]
Z, N_CORE = 22, 18

# ---------- radial grid: mapped Gauss-Lobatto cardinal functions ----------
N, R_BOX, SCALE = 160, 12.0, 1.0
x = np.concatenate(([-1.0], roots_jacobi(N - 1, 1, 1)[0], [1.0]))
leg = eval_legendre(N, x)
gw = 2 / (N * (N + 1) * leg**2)
dx = x[:, None] - x[None, :]
np.fill_diagonal(dx, 1.0)
D = leg[:, None] / leg[None, :] / dx
np.fill_diagonal(D, 0.0)
D[0, 0], D[-1, -1] = -N * (N + 1) / 4, N * (N + 1) / 4
s_map = 2 * SCALE / R_BOX
jac = SCALE * (2 + s_map) / (1 - x + s_map)**2
r = (SCALE * (1 + x) / (1 - x + s_map))[1:-1]
S = (gw * jac)[1:-1]
B = D[:, 1:-1] / np.sqrt(S)
KIN = 0.5 * B.T @ ((gw / jac)[:, None] * B)


def radial_h(l, v):
    return KIN + np.diag(l * (l + 1) / (2 * r**2) + v)


def interpolate(u, t):
    """Evaluate a function known at the grid nodes at arbitrary radii t."""
    xt = (t * (1 + s_map) - SCALE) / (t + SCALE)
    weight = 1 / leg / (xt[:, None] - x[None, :])
    return weight[:, 1:-1] @ u / weight.sum(axis=1)


def coulomb_matrix(k):
    """Grid form of r_<^k / r_>^(k+1), from the radial Poisson equation."""
    inv = np.linalg.inv(2 * KIN + np.diag(k * (k + 1) / r**2))
    q = r * np.sqrt(S)
    return ((2 * k + 1) * (inv + inv.T) / 2 / np.outer(q, q)
            + np.outer(r**k, r**k) / R_BOX**(2 * k + 1))


G = {k: coulomb_matrix(k) for k in range(7)}
hyd = eigvalsh(radial_h(0, -Z / r))[:2]
assert np.allclose(hyd, [-Z**2 / 2, -Z**2 / 8], atol=1e-5)

# ---------- self-consistent Ti4+ core ----------
v_core = -Z / r + N_CORE * (1 - np.exp(-2 * r)) / r
for iteration in range(300):
    cs = eigh(radial_h(0, v_core))[1][:, :3]
    cp = eigh(radial_h(1, v_core))[1][:, :2]
    dens = 2 * (cs**2).sum(axis=1) + 6 * (cp**2).sum(axis=1)
    n_r = dens / S / (4 * np.pi * r**2)
    v_new = -Z / r + G[0] @ dens - (3 * n_r / np.pi)**(1 / 3)
    change = np.abs(r * (v_new - v_core)).max()
    v_core = v_core + 0.5 * (v_new - v_core)
    if change < 1e-8:
        break
assert change < 1e-8
assert abs(r[-1] * v_core[-1] + Z - N_CORE) < 1e-3
ae = {l: eigh(radial_h(l, v_core)) for l in range(4)}

# derivatives of v_core, taken from the smooth product r*v_core
rv = np.concatenate(([-Z], r * v_core, [N_CORE - Z]))
rv_1 = (D @ rv) / jac
rv_2 = ((D @ rv_1) / jac)[1:-1]
rv_1 = rv_1[1:-1]
v_core_1 = rv_1 / r - v_core / r
v_core_2 = rv_2 / r - 2 * rv_1 / r**2 + 2 * v_core / r**2

# ---------- norm-conserving pseudopotentials ----------
n_skip = [3, 2, 0, 0]          # core orbitals below the valence one, per l
cut_factor = [1.2, 1.2, 0.7]   # cutoff radius / radius of outermost maximum


def pseudize(l):
    """u = r^(l+1) exp(p) inside the cutoff; p is even in r and matches
    the value and four derivatives, so v, v' and v'' are continuous."""
    eps = ae[l][0][n_skip[l]]
    u = ae[l][1][:, n_skip[l]] / np.sqrt(S)
    peak = r[np.argmax(np.abs(u))]
    j = np.argmin(np.abs(r - cut_factor[l] * peak))
    rc = r[j]
    u = u * np.sign(u[j])
    du = (D[:, 1:-1] @ u)[j + 1] / jac[j + 1]
    g = 2 * (l + 1)
    p_0 = np.log(u[j] / rc**(l + 1))
    p_1 = du / u[j] - (l + 1) / rc
    p_2 = 2 * (v_core[j] - eps) - g * p_1 / rc - p_1**2
    p_3 = 2 * v_core_1[j] - g * (p_2 / rc - p_1 / rc**2) - 2 * p_1 * p_2
    p_4 = (2 * v_core_2[j] - g * (p_3 / rc - 2 * p_2 / rc**2 + 2 * p_1 / rc**3)
           - 2 * (p_2**2 + p_1 * p_3))
    match = [[Polynomial.basis(2 * i).deriv(n)(rc) for i in range(5)]
             for n in range(5)]
    coef = np.zeros(9)
    coef[::2] = np.linalg.solve(match, [p_0, p_1, p_2, p_3, p_4])
    base = Polynomial(coef)
    free = Polynomial([-1, 0, 1 / rc**2])**5
    t, w = leggauss(100)
    t, w = rc * (t + 1) / 2, rc * w / 2
    target = w @ interpolate(u, t)**2

    def norm_error(beta):
        return w @ (t**(l + 1) * np.exp(base(t) + beta * free(t)))**2 - target

    lo, hi = -1.0, 1.0
    while norm_error(lo) < 0:
        lo *= 2
    while norm_error(hi) > 0:
        hi *= 2
    p = base + brentq(norm_error, lo, hi, xtol=1e-13) * free
    d1, d2 = p.deriv(1)(r), p.deriv(2)(r)
    v = np.where(r < rc, eps + (l + 1) * d1 / r + 0.5 * (d2 + d1**2), v_core)
    e_ps, c_ps = eigh(radial_h(l, v))
    u_ps = np.abs(c_ps[:, 0]) / np.sqrt(S)
    level_error = abs(e_ps[0] - eps)           # lowest level of the channel
    assert level_error < 1e-4, f"l={l}, rc={rc:.3f}, error {level_error:.2e}"
    tail_error = np.abs(u_ps - u)[r > rc].max()    # same tail, same norm
    assert tail_error < 1e-3, f"l={l}, tail error {tail_error:.2e}"
    return v, eps, rc, target, e_ps[0]


pseudo = [pseudize(l) for l in range(3)]
v_s, v_p, v_d = [item[0] for item in pseudo]
semilocal = [v_s, v_p, v_d, v_d]
eps_d = pseudo[2][4]
assert eps_d < pseudo[0][4] and eps_d < pseudo[1][4]
c_d = eigh(radial_h(2, v_d))[1][:, 0]

# ---------- angular factors of the repulsion ----------


@lru_cache(None)
def reduced(l, k, m):
    return float((-1)**l * np.sqrt((2 * l + 1) * (2 * m + 1))
                 * float(wigner_3j(l, k, m, 0, 0, 0)))


@lru_cache(None)
def angular(k, L, a, b, c, d):
    """<(a b)L| C^k(1).C^k(2) |(c d)L>"""
    f = reduced(a, k, c) * reduced(b, k, d)
    if f == 0:
        return 0.0
    return (-1)**(b + c + L) * f * float(wigner_6j(L, b, a, k, c, d))


xg, wg = leggauss(40)


def theta(l, m):
    f = lpmv(abs(m), l, xg)
    f = f / np.sqrt(wg @ f**2)
    return f * (-1)**abs(m) if m < 0 else f


def d_shell_matrix(k, q):
    out = np.zeros((5, 5))
    for m1, m2 in product(range(-2, 3), repeat=2):
        if m1 == m2 + q:
            out[m1 + 2, m2 + 2] = np.sqrt(2 / (2 * k + 1)) * (
                wg @ (theta(2, m1) * theta(k, q) * theta(2, m2)))
    return out


closed = {2: np.array([14, 7, -3, -8, 4]) / 49,
          4: np.array([126, -84, 36, -9, 1]) / 441}   # order S P D F G
for k in (2, 4):
    op = sum((-1)**abs(q) * np.kron(d_shell_matrix(k, q), d_shell_matrix(k, -q))
             for q in range(-k, k + 1))
    want = np.sort(np.repeat(closed[k], [1, 3, 5, 7, 9]))
    assert np.allclose(np.linalg.eigvalsh(op), want, atol=1e-10)
    assert np.allclose([angular(k, L, 2, 2, 2, 2) for L in range(5)], closed[k])

# ---------- Slater integrals of the pseudo 3d orbital ----------
F = {k: c_d**2 @ G[k] @ c_d**2 for k in (0, 2, 4)}
fine = np.linspace(1e-4, 11.9, 12000)
rho = interpolate(c_d / np.sqrt(S), fine)**2
for k in F:
    inner = cumulative_trapezoid(rho * fine**k, fine, initial=0)
    assert abs(2 * trapezoid(rho * inner / fine**(k + 1), fine) - F[k]) < 1e-4
assert F[2] > F[4] > 0
first = [2 * eps_d + F[0] + closed[2][L] * F[2] + closed[4][L] * F[4]
         for L in range(5)]
assert np.argmin(first) == 3


def outer_positive(c):
    """Fix the sign so that the outermost (largest) lobe is positive."""
    return c * np.sign(c[np.argmax(np.abs(c / np.sqrt(S)))])


def f2_and_mixing(d, s):
    """F2 of 3d, and the k=2 integral coupling 3d3d to 3d4s."""
    d, s = outer_positive(d), outer_positive(s)
    return d**2 @ G[2] @ d**2, d**2 @ G[2] @ (d * s)


f2_ps, mix_ps = f2_and_mixing(c_d, eigh(radial_h(0, v_s))[1][:, 0])
f2_ae, mix_ae = f2_and_mixing(ae[2][1][:, 0], ae[0][1][:, n_skip[0]])
assert abs(mix_ps - mix_ae) > abs(f2_ps - f2_ae)

# ---------- two-electron configuration interaction ----------
OMEGA, BIG = 3.0, 2000.0
oscillator = [eigh(radial_h(l, 0.5 * OMEGA**2 * r**2))[1] for l in range(4)]


def make_basis(pots, skip=(0, 0, 0, 0), n_osc=6):
    """Two lowest allowed eigenfunctions plus compact functions, per l."""
    orb, one = [], []
    for l in range(4):
        h = radial_h(l, pots[l])
        cols = np.hstack([eigh(h)[1][:, :skip[l] + 2], oscillator[l][:, :n_osc]])
        q = np.linalg.qr(cols)[0][:, skip[l]:]
        orb.append(q)
        one.append(q.T @ h @ q)
    m = n_osc + 2
    pairs = {(a, c): np.einsum("ia,ic->iac", orb[a], orb[c]).reshape(len(r), -1)
             for a, c in product(range(4), repeat=2)}
    fields = {(k, a, c): G[k] @ pairs[a, c] for k in G for a, c in pairs
              if reduced(a, k, c) != 0}
    return m, one, pairs, fields


def block(basis, L, parity, shells=(0, 1, 2, 3)):
    """Hamiltonian and exchange operator on ordered pairs coupled to L."""
    m, one, pairs, fields = basis
    conf = [(a, b) for a, b in product(shells, repeat=2)
            if (a + b) % 2 == parity and abs(a - b) <= L <= a + b]
    size = m * m
    H = np.zeros((len(conf) * size,) * 2)
    P = np.zeros_like(H)
    index = np.arange(size)
    swapped = index.reshape(m, m).T.ravel()
    for i, (a, b) in enumerate(conf):
        rows = slice(i * size, (i + 1) * size)
        H[rows, rows] += np.kron(one[a], np.eye(m)) + np.kron(np.eye(m), one[b])
        P[conf.index((b, a)) * size + swapped, i * size + index] = (-1)**(a + b + L)
        for j, (c, d) in enumerate(conf):
            for k in G:
                f = angular(k, L, a, b, c, d)
                if f != 0:
                    R = (pairs[a, c].T @ fields[k, b, d]).reshape(m, m, m, m)
                    H[rows, j * size:(j + 1) * size] += f * (
                        R.transpose(0, 2, 1, 3).reshape(size, size))
    return H, P, conf


def spectrum(basis, shells=(0, 1, 2, 3), parities=(0, 1)):
    """Lowest energy of every term, key = (multiplicity, L, parity)."""
    out = {}
    for L, parity in product(range(5), parities):
        H, P, conf = block(basis, L, parity, shells)
        if not conf:
            continue
        assert np.abs(H @ P - P @ H).max() < 1e-6
        one = np.eye(len(H))
        out[1, L, parity] = eigvalsh(H + BIG * (one - P) / 2)[0]
        out[3, L, parity] = eigvalsh(H + BIG * (one + P) / 2)[0]
    return out


def ground(sp):
    return min(sp, key=sp.get)


def name(key):
    return f"{key[0]}{'SPDFG'[key[1]]}" + (" odd" if key[2] else " even")


def singlet_gap(sp):
    """Lowest singlet energy minus lowest triplet energy."""
    return (min(e for q, e in sp.items() if q[0] == 1)
            - min(e for q, e in sp.items() if q[0] == 3))


basis_ps = make_basis(semilocal)
basis_frozen = make_basis([v_core] * 4, skip=n_skip)
sp_ps = spectrum(basis_ps)
sp_small = spectrum(make_basis(semilocal, n_osc=4))
sp_frozen = spectrum(basis_frozen)
for sp in (sp_ps, sp_small, sp_frozen):
    assert ground(sp) == (3, 3, 0) and singlet_gap(sp) > 0.01
assert abs(singlet_gap(sp_ps) - singlet_gap(sp_small)) < 0.01
assert abs(sp_ps[3, 3, 0] - sp_frozen[3, 3, 0]) < 0.03

# Norm conservation does not fix integrals that mix s or p with d, so close
# agreement of the gap is required only when s and p orbitals are left out.
shell_sets = {"s,p,d,f": (0, 1, 2, 3), "p,d,f": (1, 2, 3), "d,f": (2, 3)}
gaps = {"s,p,d,f": (singlet_gap(sp_ps), singlet_gap(sp_frozen))}
for label in ("p,d,f", "d,f"):
    gaps[label] = tuple(singlet_gap(spectrum(b, shell_sets[label], (0,)))
                        for b in (basis_ps, basis_frozen))
gap_error = {label: a - b for label, (a, b) in gaps.items()}
assert abs(gap_error["d,f"]) < 0.01
assert abs(gap_error["d,f"]) < abs(gap_error["s,p,d,f"])
assert abs(gap_error["s,p,d,f"]) < singlet_gap(sp_frozen)

attract_s = v_d - 2 * np.exp(-r**2)
controls = {"local v_core, core allowed": [v_core] * 4,
            "local v_s for every l": [v_s] * 4,
            "local v_d for every l": [v_d] * 4,
            "v_d plus attractive s term": [attract_s, v_d, v_d, v_d]}
sp_control = {label: spectrum(make_basis(v, n_osc=4))
              for label, v in controls.items()}
for sp in sp_control.values():
    assert ground(sp) == (1, 0, 0) and singlet_gap(sp) < 0

H, P, conf = block(basis_ps, 3, 0)
vec = eigh(H + BIG * (np.eye(len(H)) + P) / 2)[1][:, 0]
d2_weight = vec[conf.index((2, 2)) * basis_ps[0]**2]**2
# an exchange-odd pair of identical radial functions is a single basis vector
assert d2_weight > 0.8

# ---------- failure of the absolute-value argument ----------
node, L_MAX = 1 / np.sqrt(3), 400
tg, tw = leggauss(300)
edges = [-1, -node, node, 1]
xa = np.concatenate([(b - a) / 2 * tg + (a + b) / 2
                     for a, b in zip(edges, edges[1:])])
wa = np.concatenate([(b - a) / 2 * tw for a, b in zip(edges, edges[1:])])
abs_y20 = np.abs(np.sqrt(5 / 2) * eval_legendre(2, xa))
w_l = np.array([(2 * l + 1) / 2 * (wa @ (abs_y20 * eval_legendre(l, xa)))**2
                for l in range(L_MAX + 1)])
ls = np.arange(L_MAX + 1)
l2_sum = w_l @ (ls * (ls + 1))
assert abs(w_l.sum() - 1) < 1e-5
assert 0 < 6 - l2_sum < 0.05      # slow 1/L_MAX tail from the kink of |Y20|
mean_diff = c_d**2 @ (v_s - v_d)
energy_rise = w_l[0] * mean_diff
kin_r = c_d @ KIN @ c_d
inv_r2 = c_d**2 @ (1 / (2 * r**2))
explicit = sum(w_l[l] * (kin_r + l * (l + 1) * inv_r2
                         + c_d**2 @ semilocal[min(l, 3)]) for l in ls)
assert abs(explicit - eps_d - energy_rise) < 0.05 * inv_r2 + 1e-3
assert energy_rise > 0 and explicit > eps_d

TIME = 10.0
j_peak = np.argmax(np.abs(c_d / np.sqrt(S)))
cosines = np.linspace(-1, 1, 201)


def heat_ratio(pots):
    """Minimum over angle of exp(-t h) at equal radii, over its value at 0."""
    eig = [eigh(radial_h(l, pots[min(l, 3)])) for l in range(11)]
    e0 = min(e[0] for e, _ in eig)
    kern = sum((2 * l + 1) * eval_legendre(l, cosines)
               * (c[j_peak]**2 @ np.exp(-TIME * (e - e0)))
               for l, (e, c) in enumerate(eig))
    return kern.min() / kern[-1]


heat_ps, heat_s, heat_d = [heat_ratio(v) for v in
                           (semilocal, [v_s] * 4, [v_d] * 4)]
heat_attract = heat_ratio(controls["v_d plus attractive s term"])
assert heat_ps < 0 < min(heat_s, heat_d, heat_attract)
j_half = np.argmin(np.abs(r - 0.5))
kernel_90 = (v_s - v_d)[j_half] / (4 * np.pi)
assert kernel_90 > 0

# ---------- output ----------
print(f"Nuclear charge {Z}, core electrons {N_CORE}, box radius {R_BOX} bohr")
for l, label in enumerate(("4s", "4p", "3d")):
    _, eps, rc, inside, e_ps = pseudo[l]
    print(f"Ti3+ {label}: core-potential level {eps:.5f}, pseudo {e_ps:.5f} Ha")
    print(f"  cutoff radius {rc:.4f} bohr, norm inside {inside:.5f}")
print(f"At r = {r[j_half]:.4f} bohr: v_s {v_s[j_half]:.3f}, "
      f"v_p {v_p[j_half]:.3f}, v_d {v_d[j_half]:.3f} Ha")
print(f"  angular kernel (v_s-v_d)/4pi at 90 degrees: {kernel_90:.4f} Ha")
print(f"s weight of |Y20|: {w_l[0]:.5f}; d weight: {w_l[2]:.5f}")
print(f"Sum of l(l+1) weights up to l={L_MAX}: {l2_sum:.4f} (limit 6)")
print(f"<v_s-v_d> in 3d: {mean_diff:.4f} Ha")
print(f"Energy rise on replacing 3d by |3d|: {energy_rise:.4f} Ha")
print(f"  explicit partial-wave sum gives: {explicit - eps_d:.4f} Ha")
print(f"Heat kernel min/forward at t = {TIME:.0f} a.u., r = {r[j_peak]:.3f} bohr:")
print(f"  semilocal {heat_ps:.4f}, local v_s {heat_s:.4f}, "
      f"local v_d {heat_d:.4f}")
print(f"  v_d plus attractive s term {heat_attract:.4f}")
print(f"Slater integrals F0 {F[0]:.5f}, F2 {F[2]:.5f}, F4 {F[4]:.5f} Ha")
print(f"F2 with the frozen-core 3d orbital: {f2_ae:.5f} Ha")
print(f"R2(3d3d,3d4s): pseudo {mix_ps:.5f}, frozen core {mix_ae:.5f} Ha")
print("Pure 3d2 energies (Ha):")
for L, label in enumerate(("1S", "3P", "1D", "3F", "1G")):
    print(f"  {label}: {first[L]:.5f}, above 3F {first[L] - first[3]:.5f}")
print("Pseudo Ti2+ configuration interaction, lowest of each even term (Ha):")
for key in sorted((q for q in sp_ps if q[2] == 0), key=sp_ps.get)[:7]:
    print(f"  {name(key)}: {sp_ps[key]:.5f}, "
          f"above ground {sp_ps[key] - sp_ps[3, 3, 0]:.5f}")
odd = min((q for q in sp_ps if q[2] == 1), key=sp_ps.get)
print(f"  lowest odd term {name(odd)}: above ground "
      f"{sp_ps[odd] - sp_ps[3, 3, 0]:.5f} Ha")
print(f"Weight of 3d2 in the 3F ground state: {d2_weight:.5f}")
gap = singlet_gap(sp_ps)
print(f"Lowest singlet minus triplet: {gap:.5f} Ha = {gap * EV:.3f} eV")
print(f"  smaller radial basis: {singlet_gap(sp_small):.5f} Ha")
print("The same gap by orbital shells, pseudo / frozen core / error (Ha):")
for label, (a, b) in gaps.items():
    print(f"  {label}: {a:.5f} / {b:.5f} / {gap_error[label]:.5f}")
print(f"3F energy with frozen core orbitals: {sp_frozen[3, 3, 0]:.5f} Ha")
print("Controls: ground term, energy, lowest singlet minus triplet (Ha):")
for label, sp in sp_control.items():
    g = ground(sp)
    print(f"  {label}: {name(g)}, {sp[g]:.4f}, {singlet_gap(sp):.4f}")
print("ALL CHECKS PASSED")
```

It prints:

```
Nuclear charge 22, core electrons 18, box radius 12.0 bohr
Ti3+ 4s: core-potential level -1.31892, pseudo -1.31892 Ha
  cutoff radius 2.7327 bohr, norm inside 0.67834
Ti3+ 4p: core-potential level -1.08968, pseudo -1.08968 Ha
  cutoff radius 2.9451 bohr, norm inside 0.64562
Ti3+ 3d: core-potential level -1.87516, pseudo -1.87516 Ha
  cutoff radius 0.6146 bohr, norm inside 0.13946
At r = 0.5075 bohr: v_s 0.876, v_p -0.313, v_d -16.210 Ha
  angular kernel (v_s-v_d)/4pi at 90 degrees: 1.3597 Ha
s weight of |Y20|: 0.74074; d weight: 0.05299
Sum of l(l+1) weights up to l=400: 5.9740 (limit 6)
<v_s-v_d> in 3d: 6.9485 Ha
Energy rise on replacing 3d by |3d|: 5.1471 Ha
  explicit partial-wave sum gives: 5.1270 Ha
Heat kernel min/forward at t = 10 a.u., r = 0.889 bohr:
  semilocal -0.5000, local v_s 0.7545, local v_d 1.0000
  v_d plus attractive s term 1.0000
Slater integrals F0 0.79450, F2 0.38297, F4 0.24146 Ha
F2 with the frozen-core 3d orbital: 0.38275 Ha
R2(3d3d,3d4s): pseudo 0.14943, frozen core -0.00980 Ha
Pure 3d2 energies (Ha):
  1S: -2.77741, above 3F 0.24586
  3P: -2.94710, above 3F 0.07617
  1D: -2.95956, above 3F 0.06372
  3F: -3.02328, above 3F 0.00000
  1G: -2.92401, above 3F 0.09927
Pseudo Ti2+ configuration interaction, lowest of each even term (Ha):
  3F even: -3.06632, above ground 0.00000
  1D even: -3.03146, above ground 0.03487
  3P even: -3.00973, above ground 0.05659
  1G even: -2.99596, above ground 0.07036
  1S even: -2.91307, above ground 0.15326
  3D even: -2.79153, above ground 0.27479
  1F even: -2.32342, above ground 0.74291
  lowest odd term 1D odd: above ground 0.45235 Ha
Weight of 3d2 in the 3F ground state: 0.96863
Lowest singlet minus triplet: 0.03487 Ha = 0.949 eV
  smaller radial basis: 0.03527 Ha
The same gap by orbital shells, pseudo / frozen core / error (Ha):
  s,p,d,f: 0.03487 / 0.04798 / -0.01312
  p,d,f: 0.04315 / 0.04858 / -0.00543
  d,f: 0.04967 / 0.04965 / 0.00002
3F energy with frozen core orbitals: -3.06369 Ha
Controls: ground term, energy, lowest singlet minus triplet (Ha):
  local v_core, core allowed: 1S even, -345.0222, -147.9114
  local v_s for every l: 1S even, -2.3217, -0.1437
  local v_d for every l: 1S even, -68.5541, -21.9689
  v_d plus attractive s term: 1S even, -72.3139, -23.8456
ALL CHECKS PASSED
```
